\section*{Stress from a rigid compensation charge in the projector augmented-wave method, part 1}

(Sections cited here and not found follow in the second part.)

\section*{Setting and conventions}

Hartree atomic units are used, and electron density is counted positive, so that a nucleus is a negative charge. A crystal with cell volume $\Omega$ is strained by $r'_a=r_a+\sum_b\epsilon_{ab}r_b$ at fixed fractional atomic positions, with $\epsilon$ not assumed symmetric. A dot denotes the strain derivative, $\dot X_{ab}=dX/d\epsilon_{ab}$ at $\epsilon=0$. The stress is $\sigma_{ab}=\dot E_{ab}/\Omega$ and the pressure is $P=-\tfrac13\operatorname{tr}\sigma$.

In the projector augmented-wave (PAW) method the smooth density $\tilde n=\sum_n f_n|\tilde\psi_n|^2$ is supplemented by a compensation charge that restores the multipole moments of the true charge around each atom,
\begin{align}
\hat n(\mathbf r)&=\sum_{\mathbf R,L}Q_L^R\,g_L(\mathbf r-\mathbf R), \qquad \int g_L\,r^{l'}Y_{L'}\,d^3r=\delta_{LL'},\\
Q^R_L&=\sum_{ij}q^L_{ij}\rho^R_{ij}-\delta_{L0}\frac{Z}{\sqrt{4\pi}},\qquad \rho^R_{ij}=\sum_n f_nP_{ni}^{*}P_{nj},
\end{align}
with $P_{ni}=\langle p_i^R|\tilde\psi_n\rangle$. Here $\mathbf R$ runs over all atoms and their periodic images, $L=(l,m)$ labels real spherical harmonics, and $g_L(\mathbf x)=g_l(x)Y_L(\hat{\mathbf x})$. The shape functions $g_L$, the real projectors $p_i$ and the symmetric matrices $q^L_{ij}$ are atomic data: they follow their atom but neither stretch nor rotate. The energy $E$ is a functional of $\tilde\rho=\tilde n+\hat n$ (the Hartree energy, or a local exchange-correlation energy), and $\tilde v=\delta E/\delta\tilde\rho$. Orbitals are $\tilde\psi_n=\Omega^{-1/2}\sum_{\mathbf G}c_{n\mathbf G}e^{i\mathbf G\cdot\mathbf r}$ with a fixed set of integer indices, and the occupations $f_n$ are fixed.

\section*{(a) The strain derivative at fixed coefficients}

Hold the $c_{n\mathbf G}$ fixed. Find $\dot E_{ab}$, and separate what arises from the change of the moments from what arises from the rigidity of $g_L$.

\subsection*{Solution}

Let $J=\det(1+\epsilon)=1+\operatorname{tr}\epsilon+O(\epsilon^2)$, so $\dot J_{ab}=\delta_{ab}$ and $\Omega'=J\Omega$. The phase $\mathbf G\cdot\mathbf r$ equals $2\pi$ times the product of integer indices and fractional coordinates, and is the same at $\mathbf r'$ in the strained cell as at $\mathbf r$ in the original one. Therefore
\begin{equation}
\tilde\psi'(\mathbf r')=J^{-1/2}\tilde\psi(\mathbf r),\qquad J\,\tilde n'(\mathbf r')=\tilde n(\mathbf r).
\end{equation}
This suggests describing any strained density by its pull-back $N_\epsilon(\mathbf r)=J\tilde\rho'((1+\epsilon)\mathbf r)$, the charge per unit volume of the unstrained cell. The energy is then a functional $F[N;\epsilon]$ with an explicit strain dependence from the geometry, and at $\epsilon=0$ it is $E[\tilde\rho]$, so $\delta F/\delta N=\tilde v$ there. The chain rule gives
\begin{equation}
\dot E_{ab}=H_{ab}+\int_\Omega\tilde v\,\dot N_{ab}\,d^3r,\qquad H_{ab}=\frac{\partial F}{\partial\epsilon_{ab}}\Big|_{N}.
\end{equation}
$H_{ab}$ is the derivative obtained if all of $\tilde\rho$ deformed with the cell. The smooth part of $N$ does not change, so $\dot N$ comes from $\hat n$ alone. Since $\mathbf r'-\mathbf R'=(1+\epsilon)(\mathbf r-\mathbf R)$, the pulled-back compensation charge is
\begin{equation}
m_\epsilon(\mathbf r)=J\sum_{\mathbf R,L}Q_L^R(\epsilon)\,g_L\big((1+\epsilon)(\mathbf r-\mathbf R)\big).
\end{equation}
Three factors depend on the strain. With $\mathbf x=\mathbf r-\mathbf R$, component $a$ of the argument is $x_a+\sum_b\epsilon_{ab}x_b$, whose derivative with respect to $\epsilon_{ab}$ is $x_b$. The product rule gives
\begin{equation}
\dot m_{ab}=\delta_{ab}\hat n+\sum\dot Q^R_{L,ab}\,g_L(\mathbf x)+\sum Q_L^R\,x_b\,\partial_ag_L(\mathbf x).
\end{equation}
Because $\tilde v$ is periodic, the cell integral of a sum over images equals an integral over all space for each atom of one cell, with $\mathbf x$ measured from that atom. Defining $W_L^R=\int\tilde v\,g_L(\mathbf r-\mathbf R)\,d^3r$,
\begin{align}
\dot E_{ab}&=H_{ab}+V_{ab}+M_{ab}+S_{ab},\label{main}\\
V_{ab}&=\delta_{ab}\int_\Omega\tilde v\,\hat n\,d^3r=\delta_{ab}\sum_{R,L}Q^R_LW^R_L,\\
M_{ab}&=\sum_{R,L}\dot Q^R_{L,ab}W_L^R,\\
S_{ab}&=\sum_{R,L}Q_L^R\int\tilde v\,(\mathbf r-\mathbf R)_b\,\partial_ag_L\,d^3r .
\end{align}
Besides the moment-change term $M$ and the shape term $S$ there is a volume term $V$ from the factor $J$. The sum $V+S$ undoes the stretching of $\hat n$ that $H$ assumes, and $M$ supplies the real change of its amplitudes. The integrand written as $(\mathbf r-\mathbf R)_a\partial_bg_L$ gives the transpose $S_{ba}$; for a symmetric strain the symmetrized $S$ enters and the order is immaterial. Nothing here required that the $g_L$ of different atoms do not overlap. If $g_L$ jumps at a sphere radius, $\partial_ag_L$ contains a surface delta function, which must be kept in $S$.

\section*{(b) The homogeneous term}

Evaluate $H_{ab}$ for the Hartree energy and for a local functional $E=\int e(\tilde\rho)\,d^3r$.

\subsection*{Solution}

Write $\tilde\rho=\sum_{\mathbf G}\tilde\rho_{\mathbf G}e^{i\mathbf G\cdot\mathbf r}$ and $N_{\mathbf G}=\Omega\tilde\rho_{\mathbf G}=\int_\Omega\tilde\rho\,e^{-i\mathbf G\cdot\mathbf r}d^3r$. Since $\tilde\rho'd^3r'=N\,d^3r$ and the phase is invariant, fixed $N(\mathbf r)$ means fixed $N_{\mathbf G}$. With the $\mathbf G=0$ term omitted, which sets the cell average of $\tilde v$ to zero,
\begin{equation}
E_H=\frac{1}{2\Omega}\sum_{\mathbf G\ne0}\frac{4\pi|N_{\mathbf G}|^2}{G^2}.
\end{equation}
Invariance of the phase, $\sum G'_a(r_a+\epsilon_{ab}r_b)=\sum G_br_b$, gives $G'_b=G_b-\sum_a\epsilon_{ab}G_a$ to first order. Hence $G^2$ changes by $-2\sum\epsilon_{ab}G_aG_b$ and $d(G^{-2})/d\epsilon_{ab}=2G_aG_b/G^4$. The factor $1/\Omega$ contributes $-\delta_{ab}E_H$, so
\begin{equation}
H_{ab}=-\delta_{ab}E_H+\Omega\sum_{\mathbf G\neq0}4\pi|\tilde\rho_{\mathbf G}|^2\frac{G_aG_b}{G^4}.
\end{equation}
The tensor is symmetric, and its trace is $-3E_H+2E_H=-E_H$, as expected of an energy that scales as an inverse length. For the local functional, $F=J\int e(N/J)\,d^3r$ and $\tilde v=de/d\tilde\rho$, so differentiating both factors of $J$ gives
\begin{equation}
H_{ab}=\delta_{ab}\Big(E-\int\tilde v\tilde\rho\,d^3r\Big).
\end{equation}
For Slater exchange, $e\propto\tilde\rho^{4/3}$, $\tilde v\tilde\rho=\tfrac43e$ and $H_{ab}=-\tfrac13\delta_{ab}E$. Without a partial core density, which would add a strain term of its own, this case applies to the Kresse--Joubert form of PAW, where the valence part of $\hat n$ enters the smooth exchange-correlation energy; the nuclear term is then dropped from $Q_L$ in $V$ and $S$.

\section*{(c) Two other forms of $V+S$}

Express $V+S$ through the gradient of $\tilde v$, and in reciprocal space through $\tilde g_L(\mathbf G)=\int g_L\,e^{-i\mathbf G\cdot\mathbf x}d^3x$.

\subsection*{Solution}

The two integrands form a total derivative, $\delta_{ab}g_L+x_b\partial_ag_L=\partial_a(x_bg_L)$. Integrating by parts, with no boundary term because $g_L$ vanishes far from its atom, and writing $\hat n_R=\sum_LQ_L^Rg_L$,
\begin{equation}
V_{ab}+S_{ab}=-\sum_R\int(\partial_a\tilde v)\,(\mathbf r-\mathbf R)_b\,\hat n_R\,d^3r.\label{virial}
\end{equation}
This is the virial, about each nucleus, of the force density $-\hat n_R\nabla\tilde v$. It involves the field and not the zero of the potential. For the second form, the Fourier component of the rigid charge in the strained cell is $\hat N_{\mathbf G}=\sum Q_L^R\tilde g_L(\mathbf G')e^{-i\mathbf G\cdot\mathbf R}$. At fixed $Q$ the strain enters through $G'_b=G_b-\sum_a\epsilon_{ab}G_a$. For real $\tilde v$, $\int_\Omega\tilde v\,\dot m\,d^3r=\sum_{\mathbf G}\tilde v_{\mathbf G}^*\dot{\hat N}_{\mathbf G}$, so
\begin{equation}
V_{ab}+S_{ab}=-\sum_{R,L}Q_L^R\sum_{\mathbf G}\tilde v^*_{\mathbf G}\,e^{-i\mathbf G\cdot\mathbf R}\,G_a\frac{\partial\tilde g_L}{\partial G_b}.
\end{equation}
The forms agree because the transform of $x_bg_L$ is $i\,\partial\tilde g_L/\partial G_b$ and $\partial_a$ multiplies by $iG_a$. The reciprocal form has no separate $\delta_{ab}$ term: it already holds $V$, whereas the real-space $S$ does not.

\section*{(d) The change of the moments}

Find $\dot P_{ni,ab}$ and write $M_{ab}$ in terms of $\dot\rho_{ij,ab}$. Examine a uniform orbital.

\subsection*{Solution}

Changing variables with $d^3r'=J\,d^3r$ and using part (a),
\begin{equation}
P_i(\epsilon)=\int p_i(\mathbf r'-\mathbf R')\tilde\psi'(\mathbf r')d^3r'=J^{1/2}\int p_i\big((1+\epsilon)\mathbf x\big)\tilde\psi\,d^3r,
\end{equation}
\begin{equation}
\dot P_{i,ab}=\tfrac12\delta_{ab}P_i+\int\tilde\psi\,x_b\partial_ap_i\,d^3r=-\tfrac12\delta_{ab}P_i-\int p_i\,x_b\partial_a\tilde\psi\,d^3r,\label{dP}
\end{equation}
where the last form follows by parts from $\partial_a(x_b\tilde\psi)=\delta_{ab}\tilde\psi+x_b\partial_a\tilde\psi$. Then $\dot\rho_{ij}=\sum_nf_n(\dot P_{ni}^*P_{nj}+P_{ni}^*\dot P_{nj})$, and since $q^L_{ij}$ and $Z$ are rigid, $\dot Q_L=\sum q^L_{ij}\dot\rho_{ij}$. Thus
\begin{equation}
M_{ab}=\sum_{R,ij}\hat D^R_{ij}\,\dot\rho^R_{ij,ab},\qquad\hat D^R_{ij}=\sum_Lq^L_{ij}W^R_L .
\end{equation}
For a uniform orbital the gradient term vanishes, $\dot P=-\tfrac12\delta_{ab}P$ and $\dot\rho_{ij}=-\delta_{ab}\rho_{ij}$: expansion dilutes the orbital under a projector of fixed size, and the valence moments fall as $1/J$.

\section*{(e) Relaxed orbitals and the zero of the potential}

The total energy is $E_{\rm tot}=\tilde T+E[\tilde\rho]+\sum_RE^1_R(\rho^R_{ij})$, with $\tilde T$ the kinetic energy of the smooth orbitals and $E^1_R$ the one-centre correction, minimized under $\langle\tilde\psi_n|\hat O|\tilde\psi_m\rangle=\delta_{nm}$, where $\hat O=1+\sum|p_i\rangle O_{ij}\langle p_j|$ and $O_{ij}=\sqrt{4\pi}\,q^{00}_{ij}$. Find the derivative of the minimum, and determine how each term responds to $\tilde v\to\tilde v+c$.

\subsection*{Solution}

The one-centre correction is built from rigid partial waves and rigid $g_L$, and feels the strain through $\rho_{ij}$ alone; let $D^1_{ij}=\partial E^1/\partial\rho_{ij}$. (Other atom-centred terms of a full PAW energy, such as a smooth core density, are left out of $E_{\rm tot}$ here.) Form $\mathcal L=E_{\rm tot}-\sum_{nm}\Lambda_{nm}(\langle\tilde\psi_m|\hat O|\tilde\psi_n\rangle-\delta_{nm})$. Varying $\tilde\psi_n^*$ acts on $\tilde n$ directly and on $\hat n$ and $E^1$ through $\rho_{ij}$, which gives $f_n\hat H\tilde\psi_n=\sum_m\Lambda_{mn}\hat O\tilde\psi_m$ with
\begin{equation}
\hat H=-\tfrac12\nabla^2+\tilde v+\sum|p_i\rangle(\hat D_{ij}+D^1_{ij})\langle p_j| .
\end{equation}
For solutions of $\hat H\tilde\psi_n=\varepsilon_n\hat O\tilde\psi_n$, $\Lambda_{nm}=f_n\varepsilon_n\delta_{nm}$. Along the relaxed path the constraint holds, so $\mathcal L=E_{\rm tot}$; and $\mathcal L$ is stationary in the coefficients and multipliers, so its total derivative equals its partial derivative at fixed $c$ and $\Lambda$. At fixed $c$ the norm $\sum_{\mathbf G}|c_{n\mathbf G}|^2$ is constant, and the constraint changes through the $P_{ni}$. The kinetic energy $\sum f_n|c_{n\mathbf G}|^2G^2/2$ changes through $G^2$ as in (b). Collecting terms,
\begin{align}
\dot E_{{\rm tot},ab}={}&-\sum_{n\mathbf G}f_n|c_{n\mathbf G}|^2G_aG_b+H_{ab}+V_{ab}+S_{ab}\nonumber\\
&+\sum_{n,R,ij}f_n\big(\hat D_{ij}+D^1_{ij}-\varepsilon_nO_{ij}\big)\frac{d(P_{ni}^*P_{nj})}{d\epsilon_{ab}} .\label{total}
\end{align}
The moment-change term has joined the nonlocal stress, while $V+S$ stays a separate local integral. Equation (\ref{total}) is the derivative at a fixed set of plane waves, not at a fixed cutoff energy, and it fails if the orbitals are not self-consistent, since stationarity was used.

Now shift the potential by $c$ in $V$, $S$, $M$ and $\hat H$. The normalization with $L'=0$ gives $\int g_L=\sqrt{4\pi}\,\delta_{L0}$, so $W_L\to W_L+c\sqrt{4\pi}\delta_{L0}$. With $\hat N=\int_\Omega\hat n=\sqrt{4\pi}\sum_RQ^R_{0}$,
\begin{equation}
\Delta V_{ab}=c\hat N\delta_{ab},\qquad\Delta S_{ab}=-c\hat N\delta_{ab},\qquad\Delta M_{ab}=c\,\dot{\hat N}_{ab},
\end{equation}
where $\Delta S$ follows from $\int x_b\partial_ag_L=-\delta_{ab}\int g_L$. Also $\Delta\hat D_{ij}=c\sqrt{4\pi}q^{00}_{ij}=cO_{ij}$, so $\hat H\to\hat H+c\hat O$, the orbitals are unchanged and $\varepsilon_n\to\varepsilon_n+c$. In (\ref{total}) the combination $\hat D-\varepsilon_nO$ is therefore invariant, as is $V+S$. Separately, $V$ and $S$ depend on the zero of $\tilde v$ whenever $\hat N\neq0$, and $M$ whenever $\dot{\hat N}\neq0$. The reason for $M$ is that at fixed coefficients the electron number changes by $\dot{\hat N}$, and the $\varepsilon_nO$ term accounts for restoring it.

The strain derivative has been separated into homogeneous, volume, shape and moment-change terms, and extended to relaxed orbitals in a form independent of the zero of the potential. It remains to examine rotations and to evaluate the terms for rigid monopoles on a rocksalt lattice and for a model with changing moments.
